The one-quarter creep exponent of a domain-wall line in random-bond disorder, part 2

How does a ferroelectric domain wall creep in a weak field E at temperature T? The creep law, with exponent μ, velocity prefactor v0 and number C, is

v = v0 exp[−C (Uc/kT) (Ec/E)^μ].

In a film of thickness h, the wall is a line with small slopes, wall energy σ per area and stiffness κ = σh. Stray fields are taken as screened. With polarization P, the field exerts the force per length F = 2PhE.

Random-bond disorder of range ξ depends on the defects the wall touches, not on the area swept. A segment of length L wanders sideways by W ~ L^ζ, with energy differences κW²/L ~ L^θ, where ζ = 2/3 and θ = 2ζ − 1 = 1/3. Temperature alone would give ζ = 1/2. With fixed ends, the mean midpoint shift under a force is FL²/8κ.

At the pinning length Lc the wandering equals ξ. The scales are

W(L) = ξ(L/Lc)^ζ,

Uc = κξ²/Lc, FcLcξ = Uc,

Fc = κξ/Lc², and Ec = Fc/(2Ph).

A segment moving between two valleys must pass every midpoint position m. With E_min(m) the lowest energy of any line through m,

barrier ≥ max over m of E_min(m) − E_start.

This bound grows at least as fast as L^(1/3). That the true barrier has the same exponent is assumed, not derived:

U(L) = Uc(L/Lc)^θ.

The lattice tests use lines that step sideways by ±1 per unit length, with minus an exponential random number of unit mean on every site. Lengths are in steps, energies in mean site energy. The valleys are the lowest lines with midpoints left and right of the centre, and the barrier is counted from the left one. The fitted roughness was 0.689. On short lines (L = 8 and 12), where every configuration was listed, the true barrier was roughly twice the bound.

**Q:** Does the bound at least grow as L^(1/3) on long lines?

**A:** Its spread between samples does, within the test. From L = 64 to L = 512 the spread rises from 4.52 to 9.68, with a fitted exponent of 0.366. Because the barrier is counted from the left valley, this spread also contains the energy difference between the two valleys. It tests the energy scale of the landscape, not the height of the barrier top alone. Counted from the higher of the two valleys, the spread grows faster over these lengths, with an exponent near 0.44 that is still falling as L increases.

The mean behaves less simply. It rises from 5.42 to 15.39, a factor of 2.84 for an eightfold length. Taken as a pure power this means an exponent of ln 2.84/ln 8 = 0.50, well above one-third.

**Q:** That looks like evidence against you.

**A:** It would be if a pure power described the mean at these lengths. My conjecture is that the mean follows a + bL^(1/3) with a negative constant a. A possible cause, not tested here, is that the lattice samples the landscape only at separated points. It would then miss part of each minimum and each maximum, which would lower the barrier by a roughly fixed amount.

The data allow a rough check. The values of L^(1/3) are 4.00, 5.04, 6.35 and 8.00, and the mean bounds are 5.42, 8.18, 11.52 and 15.39. The successive slopes are

2.76/1.04 = 2.7, 3.34/1.31 = 2.5, 3.87/1.65 = 2.3.

They are similar, and the differences between them are comparable with the sampling error. Over these lengths the mean is therefore compatible with L^(1/3) plus an offset. This supports the conjecture without proving it. A constant offset drops out of the spread, which is why I rely on the spread for the exponent.

**Q:** Now switch on the field. What changes?

**A:** A segment of length L that advances by W(L) gains the energy FLW. As a model of the cost of moving it, take the barrier minus this gain:

B(L) = Uc(L/Lc)^θ − FLξ(L/Lc)^ζ.

Let ℓ = L/Lc and f = F/Fc = E/Ec. Since FcLcξ = Uc,

B/Uc = ℓ^θ − fℓ^(1+ζ).

For short segments the first term wins, and moving forward costs energy. For long ones the second wins, because 1 + ζ = 5/3 exceeds θ = 1/3. Between them lies a maximum.

**Q:** Find it without skipping the exponents.

**A:** Setting the derivative with respect to ℓ to zero gives

θℓ^(θ−1) = f(1 + ζ)ℓ^ζ.

Divide by ℓ^(θ−1) and by f(1 + ζ):

ℓ^(ζ−θ+1) = θ/[(1 + ζ)f].

With θ = 2ζ − 1, the power on the left is ζ − (2ζ − 1) + 1 = 2 − ζ. Therefore

ℓ* = {θ/[(1 + ζ)f]}^(1/(2−ζ)).

For ζ = 2/3 the pieces are 2 − ζ = 4/3 and θ/(1 + ζ) = (1/3)/(5/3) = 1/5. This gives

L* = Lc(Ec/5E)^(3/4).

There is one stationary point, and B rises before it and falls after it, so it is the maximum. L* is the size of the critical nucleus. It grows as the field falls.

**Q:** And the barrier at that size?

**A:** Split the power in the force term, using 1 + ζ = (2 − ζ) + (2ζ − 1):

fℓ*^(1+ζ) = fℓ*^(2−ζ) ℓ*^θ = [θ/(1 + ζ)] ℓ*^θ = ℓ*^θ/5.

The force removes one-fifth of the pinning term, leaving

B* = (4/5) Uc ℓ*^(1/3) = (4/5) Uc [(Ec/5E)^(3/4)]^(1/3) = (4/5) Uc (Ec/5E)^(1/4).

Since (3/4)(1/3) = 1/4,

B* = C Uc (Ec/E)^(1/4), with C = (4/5)(1/5)^(1/4) = 0.535.

For general ζ the exponent is

μ = θ/(2 − ζ) = (2ζ − 1)/(2 − ζ).

Two-thirds gives (1/3)/(4/3) = 1/4.

**Q:** You set the coefficients of both terms to one. Does the quarter depend on that?

**A:** It does not. Put positive numbers b₁ and b₂ in front of the two terms:

B/Uc = b₁ℓ^(1/3) − b₂fℓ^(5/3).

The maximum moves to ℓ*^(4/3) = b₁/(5b₂f). The force term is again one-fifth of the pinning term, so

B*/Uc = (4/5) b₁ [b₁/(5b₂f)]^(1/4).

The coefficients change C and leave the power of f alone. This is why 0.535 belongs to the model, whereas the quarter follows from the scaling assumptions.

**Q:** Why should the motion wait for this particular nucleus? Shorter segments have lower pinning barriers.

**A:** They do move, but they make no lasting progress. For L well below L*, the gain FLW is smaller than the typical energy difference between valleys. The segment often finds its new position higher than the old one and returns. Once a rearrangement exceeds L*, the force gain grows faster than the pinning energy, and further advance is downhill in this model. The wall therefore has to be activated over B*.

If the barrier is well above kT, the waiting time is proportional to exp(B*/kT), so

v = v0 exp[−C (Uc/kT) (Ec/E)^(1/4)].

The advance per event and the attempt rate are collected in v0. They may vary as powers of E, which is weak compared with the exponential at small fields. I also assume that segments up to the nucleus size have time to sample their low-energy positions. Without that, the equilibrium value of ζ would not be justified.

**Q:** Suppose I had kept the word "thermal" and used ζ = 1/2.

**A:** Then θ = 2(1/2) − 1 = 0 and μ = 0. The barrier would not grow as a power of 1/E, and the creep law in this form would be lost. The quarter requires the roughness imposed by disorder.

**Q:** Can the force dependence be seen numerically, without your nucleus formula?

**A:** Up to the question of true barriers, it can. On the lattice, find the force at which half of the ground-state midpoints have moved from their zero-force positions. The mean elastic shift is FL²/8κ, and jumps become common when it is comparable with W. Hence

F ~ κW/L² ~ L^(ζ−2) = L^(−4/3).

The measured force falls from 0.01667 per site at L = 64 to 0.00101 at L = 512. The fitted exponent is −1.349, against −1.333 expected.

Next, plot the spread of the barrier bound at each length against the switching force at the same length. The spread grows as the force to the power −0.271. The prediction is −0.25, and the test allowed a deviation of 0.08. This supports the scaling of the bound. It does not measure the creep velocity, nor does it prove that true barriers share the exponent. The mean of the bound, with its offset, would give a steeper apparent power: ln 2.84 divided by ln(0.01667/0.00101) is 0.37.

**Q:** How much would a small error in the roughness matter?

**A:** Differentiate the formula for μ:

dμ/dζ = [2(2 − ζ) + (2ζ − 1)]/(2 − ζ)² = 3/(2 − ζ)².

At ζ = 2/3 this is 27/16, or about 1.7. The fitted lattice value 0.689 would give (0.378)/(1.311) = 0.288. An excess of 0.022 in ζ, whether from sampling or from finite length, thus becomes about 0.04 in μ. An exponent inferred from a short range of lengths should be read with that in mind.

**Q:** Put numbers into a film.

**A:** Take round parameters for a generic thin ferroelectric film, not a particular hafnia sample: P = 0.2 C/m², h = 5 nm, σ = 0.1 J/m², ξ = 1 nm, Lc = 5 nm and T = 300 K. Then

κ = (0.1 J/m²)(5×10⁻⁹ m) = 5×10⁻¹⁰ J/m,

Uc = (5×10⁻¹⁰ J/m)(10⁻⁹ m)²/(5×10⁻⁹ m) = 10⁻¹⁹ J = 0.624 eV,

Fc = (5×10⁻¹⁰ J/m)(10⁻⁹ m)/(5×10⁻⁹ m)² = 0.020 N/m,

Ec = (0.020 N/m)/[2(0.2 C/m²)(5×10⁻⁹ m)] = 10 MV/m, or 0.1 MV/cm.

At E = Ec/16 = 0.625 MV/m the nucleus is

L* = (5 nm)(16/5)^(3/4) = 12.0 nm.

It advances by w = (1 nm)(12.0/5)^(2/3) = 1.8 nm. Because 16^(1/4) = 2, its barrier is

B* = 0.535 × 0.624 eV × 2 = 0.668 eV.

With kT = 0.02585 eV, ln(v/v0) = −25.8.

**Q:** And if I lower the field another sixteen times?

**A:** At Ec/256 = 0.039 MV/m, L* grows by 16^(3/4) = 8, to 95.7 nm, and w by 16^(1/2) = 4, to 7.2 nm. The barrier doubles to 1.336 eV, and ln(v/v0) = −51.7. With v0 held fixed, the velocity falls by a further factor exp(25.8), about eleven orders of magnitude. At the intermediate field Ec/64 the barrier is 0.944 eV. Maximizing B(L) numerically reproduces these lengths and barriers, which checks the algebra of the model. The numerical output lists the values. The digits serve only to let you follow the arithmetic. Since the true coefficients of order one are unknown, the barriers of a real film are estimated only in order of magnitude.

**Q:** Is the example inside its own assumptions?

**A:** The slopes w/L* are 0.15 and 0.07 at the two fields, so the small-slope energy is reasonable. The barriers are about 26 and 52 times kT. At the higher field L* is only 2.4 Lc and w only 1.8 ξ, barely inside scaling forms meant for lengths well above Lc. The thickness is another marginal point: h equals Lc, the largest value for which I can treat the wall as straight through the film. The nuclei are longer than h, as a line description requires.

Three further limits matter in a real film. Across 5 nm the two fields correspond to only 3.1 mV and 0.2 mV. E must therefore be the total field in the film, including any built-in field from unlike electrodes or trapped charge: a built-in voltage of 10 mV alone gives 2 MV/m. The wall must also be nearly straight on average. Around a domain of radius R the line tension pulls inward with force κ/R per length, which equals F at R = σ/(2PE). This is 0.4 μm at the higher field and 6.4 μm at the lower one. A smaller round domain would tend to shrink, so the example describes long walls and not small isolated domains. Finally, real electrodes screen imperfectly. The depolarizing field has opposite signs in the two domains and does not push a wall between wide domains, but it lowers the stiffness. For this P and h and a film permittivity of 30, a screening length of 0.03 nm lowers κ by about a quarter. A screening length of 0.1 nm lowers it by about three quarters and makes it depend on wavelength near h. The value of σ must be read as an effective one that includes this part.

In a thicker film at a higher field, L* can become smaller than h. The wall then bends through the thickness as well. It is a sheet on that scale, with other roughness and energy exponents, and the quarter no longer follows.

**Q:** What happens as the field goes to zero? An infinite barrier seems suspicious.

**A:** It belongs to an infinitely long wall. L* diverges as E^(−3/4), and in a device it eventually reaches the wall length ℓ_w. No larger nucleus is available, so the barrier should level off near Uc(ℓ_w/Lc)^(1/3), apart from a numerical factor. The creep law stops there. At the other end, as E approaches Ec, L* shrinks to Lc or below and the scaling forms lose their meaning.

**Q:** Would any kind of defect give the same quarter?

**A:** No. Let the defects favour one polarization, so that the energy depends on the area swept by the wall. This is random-field disorder. Over an area LW its random energy grows as (LW)^(1/2). Balancing it against elasticity gives

κW²/L ~ (LW)^(1/2), so W^(3/2) ~ L^(3/2).

Hence ζ = 1 and θ = 1. With the same assumption about barriers, μ = 1/(2 − 1) = 1. The wandering is then proportional to the length, so the small-slope energy is valid only if the amplitude is small.

The elastic term matters equally. If stray fields are not screened, the cost of bending is no longer κW²/L, and both ζ and μ must be derived again. Strong pinning by the crystal lattice is another exception: a wall held in one lattice valley does not show the disorder-induced wandering on that scale.

**Q:** If I measure ln v as a straight line against E^(−1/4), have I proved that my wall is such a line?

**A:** You have shown that the data are compatible with it over the measured range. A narrow range of fields can make neighbouring exponents hard to tell apart, and v0 may itself depend on the field. A stronger case would combine the velocity with an independent measurement of the roughness on lengths between Lc and L*, and with a check that L* exceeds the film thickness. In this model the two exponents are tied together by μ = (2ζ − 1)/(2 − ζ), so a roughness clearly different from two-thirds in that window would remove the basis for the quarter. The window matters. Only segments up to L* are in equilibrium. On longer lengths a creeping wall advances downhill and is rougher, with an exponent above one, as at depinning. A roughness measured there on a driven wall can differ from two-thirds without contradicting the quarter.

Calculated quantities

```
LATTICE TEST: lengths in steps, energies in mean site energy
Independent lines per length: 2000
L=64: rms midpoint=7.85 sites, energy spread=6.62
  barrier bound mean=5.42, spread=4.52; half-switching force=0.01667 per site
L=128: rms midpoint=12.49 sites, energy spread=8.93
  barrier bound mean=8.18, spread=6.00; half-switching force=0.00633 per site
L=256: rms midpoint=20.05 sites, energy spread=11.04
  barrier bound mean=11.52, spread=7.73; half-switching force=0.00248 per site
L=512: rms midpoint=32.93 sites, energy spread=13.91
  barrier bound mean=15.39, spread=9.68; half-switching force=0.00101 per site
Disorder roughness exponent: 0.689
Thermal roughness exponent: 0.497
Energy-fluctuation exponent: 0.352
Barrier-bound spread exponent: 0.366
Switching force versus length exponent: -1.349
Barrier-bound spread versus force, mu: 0.271
Endpoint variance versus distance exponent: 0.941
Lattice stiffness: 1.034 energy step/site^2
Mean shift / elastic prediction: 0.978
Enumerated L=8: true barrier=2.664, midpoint bound=1.327
Enumerated L=12: true barrier=3.438, midpoint bound=1.591
WORKED THIN-FILM MODEL
Polarization: 0.20 C/m^2
Film thickness: 5.0 nm
Wall energy: 0.10 J/m^2
Pinning range xi: 1.0 nm
Pinning length Lc: 5.0 nm
Temperature: 300 K
Line stiffness kappa: 5.000e-10 J/m
Pinning energy Uc: 0.6242 eV
Pinning force Fc: 0.0200 N/m
Pinning field Ec: 10.000 MV/m = 0.100 MV/cm
Model prefactor C: 0.53499
Creep exponent mu: 0.25000
E=Ec/16: field=0.62500 MV/m, L*=11.96 nm, w=1.79 nm
  barrier=0.6678 eV, ln(v/v0)=-25.83
E=Ec/64: field=0.15625 MV/m, L*=33.84 nm, w=3.58 nm
  barrier=0.9445 eV, ln(v/v0)=-36.53
E=Ec/256: field=0.03906 MV/m, L*=95.70 nm, w=7.16 nm
  barrier=1.3357 eV, ln(v/v0)=-51.67
Numerical nucleus exponent: -0.75000
Numerical barrier exponent: -0.25000
Barrier ratio for 16-fold lower field: 2.00000
```
